\section*{Spin-resolved inversion and the xc magnetic field of one-dimensional lithium}

\section{Problem}

Three electrons, two with spin up and one with spin down, move on a line. In Hartree atomic units their attraction to the nucleus and their mutual repulsion are
\begin{equation}
v_{\rm ext}(x)=-\frac{3}{\sqrt{x^2+1}},\qquad w(x-x')=\frac{1}{\sqrt{(x-x')^2+1}} .
\end{equation}
There is no external magnetic field. The doublet ground state has been computed on a grid, giving the even spin densities $n_\uparrow$ and $n_\downarrow$. Some values, in bohr$^{-1}$, are
\begin{center}
\begin{tabular}{rll}
$x$ & $n_\uparrow$ & $n_\downarrow$\\
0.0 & 0.5157 & 0.5582\\
0.6 & 0.4471 & 0.3717\\
2.4 & 0.1605 & 0.00865
\end{tabular}
\end{center}
At $x=7.5$ bohr the slopes $s_\sigma=-d\ln\sqrt{n_\sigma}/dx$ are $s_\uparrow=0.629$ and $s_\downarrow=1.350$ bohr$^{-1}$.

Assume that each spin density is the ground-state density of non-interacting electrons in an even local potential $v_\sigma$. Write
\begin{equation}
v_\sigma=v_{\rm ext}+v_{\rm H}+v_{{\rm xc},\sigma},\qquad
B_{\rm xc}=\tfrac12\left(v_{{\rm xc},\uparrow}-v_{{\rm xc},\downarrow}\right)=\tfrac12\left(v_\uparrow-v_\downarrow\right).
\label{eq:B}
\end{equation}
The Hartree potential $v_{\rm H}$ acts equally on both spins, so it cancels in the difference. The field is expressed as an energy; a negative value favours spin up.

\begin{enumerate}
\item Estimate the highest occupied levels and the size and sign of $B_{\rm xc}$ by scaling.
\item Find $v_\uparrow$ and $v_\downarrow$ from their own densities, each up to a constant.
\item Fix each constant from the decay of its own density, and find which ionization energy it represents.
\item Display $B_{\rm xc}(x)$ and compare it with the estimate.
\end{enumerate}

\section{First estimate by scaling}

\textbf{Levels.} An orbital falling as $e^{-\kappa x}$ where the potential is negligible has energy $-\kappa^2/2$. With the slopes at 7.5 bohr in place of $\kappa$,
\begin{equation}
\varepsilon_\uparrow\approx-\tfrac12(0.629)^2=-0.198,\qquad
\varepsilon_\downarrow\approx-\tfrac12(1.350)^2=-0.911\ \text{hartree}.
\end{equation}
An electron that has left a neutral atom sees a charge of one, so the neglected potential is about $-1/x=-0.13$ hartree. The estimates should be too high by roughly this amount.

\textbf{Field.} Suppose that an electron of spin $\sigma$ is surrounded by a hole of one missing electron, whose length $1/n_\sigma$ is set by the local density. The repulsion averaged over the hole is
\begin{equation}
d(n)=n\int_{-1/(2n)}^{1/(2n)}\frac{du}{\sqrt{u^2+1}}=2n\,\mathrm{arsinh}\frac{1}{2n}.
\end{equation}
Taking $v_{{\rm xc},\sigma}\sim-d(n_\sigma)$, with a factor of order one left open, gives $B_{\rm xc}\sim[d(n_\downarrow)-d(n_\uparrow)]/2$. The numbers are
\begin{align}
x=0:&\quad \tfrac12(0.899-0.887)\approx+0.006\ \text{hartree},\\
x=2.4:&\quad \tfrac12(0.082-0.595)\approx-0.26\ \text{hartree}.
\end{align}
Since $d$ increases with $n$, the estimated field changes sign where $n_\uparrow=n_\downarrow$. The data place that point between 0 and 0.6 bohr.

\section{Exact solution}

\subsection{Two independent constants}

If $v_\sigma$ is replaced by $v_\sigma+C_\sigma$, every level of that spin moves by $C_\sigma$ and no orbital changes. With the numbers of up and down electrons held fixed, neither density responds. The densities therefore leave $B_{\rm xc}$ open by a uniform field $(C_\uparrow-C_\downarrow)/2$. The convention adopted here is $v_\sigma\to0$ at infinity for both spins.

\subsection{Down spin: one orbital}

The single orbital is the nodeless ground state, so it equals $r=\sqrt{n_\downarrow}$. Dividing $-\frac12r''+v_\downarrow r=\varepsilon_\downarrow r$ by $r$ gives
\begin{equation}
v_\downarrow-\varepsilon_\downarrow=\frac{r''}{2r}.
\label{eq:down}
\end{equation}

\subsection{Up spin: two orbitals}

In an even potential the two lowest orbitals are an even $\varphi_0$ without nodes and an odd $\varphi_1$. Let their levels be $\varepsilon_0<\varepsilon_1=\varepsilon_\uparrow$, with $\Delta=\varepsilon_1-\varepsilon_0$. Now let $n=n_\uparrow$, $r=\sqrt n$ and
\begin{equation}
\varphi_0=r\cos\theta,\qquad \varphi_1=r\sin\theta .
\end{equation}
The density is then correct for any $\theta(x)$, and the orbital equations must determine the angle. Because
\begin{align}
\varphi_0'&=r'\cos\theta-r\theta'\sin\theta,\\
\varphi_1'&=r'\sin\theta+r\theta'\cos\theta,
\end{align}
the terms with $r'$ cancel in the Wronskian:
\begin{equation}
\varphi_0\varphi_1'-\varphi_1\varphi_0'=r^2\theta'=n\theta'.
\end{equation}
Differentiate this and insert $\varphi_i''=2(v_\uparrow-\varepsilon_i)\varphi_i$. The potential drops out:
\begin{align}
(n\theta')'&=\varphi_0\varphi_1''-\varphi_1\varphi_0''
=2(\varepsilon_0-\varepsilon_1)\varphi_0\varphi_1\nonumber\\
&=-2\Delta\,n\sin\theta\cos\theta=-\Delta\,n\sin2\theta .
\label{eq:angle}
\end{align}
The angle is odd, so $\theta(0)=0$. The higher orbital decays more slowly, so $\varphi_1/\varphi_0=\tan\theta$ diverges and $\theta\to\pm\pi/2$ at $\pm\infty$. The number $\Delta$ follows from normalization. Since $\int n\,dx=2$ and $\int n\cos^2\theta\,dx=1$,
\begin{equation}
\int n\cos2\theta\,dx=2\int n\cos^2\theta\,dx-\int n\,dx=0 .
\label{eq:norm}
\end{equation}
Orthogonality of the orbitals holds by parity. Equations (\ref{eq:angle}) and (\ref{eq:norm}) were solved together by Newton iteration for $\theta$ on the grid and for $\Delta$.

To recover the potential, multiply each orbital equation by its orbital and add:
\begin{equation}
\varphi_0\varphi_0''+\varphi_1\varphi_1''
=2v_\uparrow n-2n\left(\varepsilon_0\cos^2\theta+\varepsilon_1\sin^2\theta\right).
\label{eq:sum}
\end{equation}
For the left side, differentiate once more:
\begin{align}
\varphi_0''&=(r''-r\theta'^2)\cos\theta-(2r'\theta'+r\theta'')\sin\theta,\\
\varphi_1''&=(r''-r\theta'^2)\sin\theta+(2r'\theta'+r\theta'')\cos\theta .
\end{align}
Multiplication by $r\cos\theta$ and $r\sin\theta$ and addition leaves $rr''-r^2\theta'^2$. On the right, $\varepsilon_0\cos^2\theta+\varepsilon_1\sin^2\theta=\varepsilon_1-\Delta\cos^2\theta$. Division by $2n=2r^2$ yields
\begin{equation}
v_\uparrow-\varepsilon_\uparrow=\frac{r''}{2r}-\frac{\theta'^2}{2}-\Delta\cos^2\theta .
\label{eq:up}
\end{equation}

\textbf{An analytic check.} For $v=x^2/2$ the orbitals obey $\varphi_1=\sqrt2\,x\varphi_0$ with $\varphi_0\propto e^{-x^2/2}$, and $\Delta=1$. With $D=1+2x^2$ one has $r\propto e^{-x^2/2}\sqrt D$, $\theta'=\sqrt2/D$ and $\cos^2\theta=1/D$. From $r'/r=-x+2x/D$ and $r''/r=(r'/r)'+(r'/r)^2$,
\begin{equation}
\frac{r''}{2r}=\frac{x^2}{2}-\frac12-\frac{2x^2}{D}+\frac1{D^2}.
\end{equation}
Equation (\ref{eq:up}) then gives
\begin{equation}
\frac{x^2}{2}-\frac12-\frac{2x^2+1}{D}=\frac{x^2}{2}-\frac32,
\end{equation}
which is the oscillator potential measured from its second level, as it should be.

\subsection{What the decay of each density measures}

Single out one electron at $y$ and expand the three-electron state in the eigenstates $\Phi_k$ of the remaining ion, with energies $E_k$:
\begin{equation}
\Psi=\sum_k\Phi_k\,g_k(y),\qquad n_\sigma(y)=N_\sigma\sum_k|g_k(y)|^2 .
\end{equation}
Here $N_\sigma$ is the number of electrons of the chosen spin, and the sum includes the ion's continuum. Projecting the Schr\"odinger equation on $\Phi_k$ gives
\begin{equation}
-\tfrac12g_k''+v_{\rm ext}g_k+\sum_lW_{kl}g_l=-I_kg_k,\qquad I_k=E_k-E,
\end{equation}
where $E$ is the atom's energy and $W_{kl}(y)$ is the matrix element of the repulsion between the electron at $y$ and the two ion electrons.

At large $|y|$, $W_{kk}\to2/|y|$. For $k\ne l$ the $1/|y|$ term vanishes because the ion states are orthogonal, and $W_{kl}=O(y^{-2})$. The lowest accessible channel, $k=0$, decays most slowly. It drives the others with amplitude $g_l\approx-W_{l0}g_0/(I_l-I_0)=O(y^{-2})g_0$. Their share of the density is thus of relative order $y^{-4}$, and their reaction adds only a term of order $y^{-4}$ to the potential in the equation for $g_0$, so that $\sqrt{n_\sigma}\propto g_0$ up to that order. Each excited channel also has a solution of its own, decaying as $e^{-\sqrt{2I_l}\,|y|}$, which is negligible only where $(\sqrt{2I_l}-\sqrt{2I_0})|y|\gg1$; when the ion has low-lying excitations this is reached slowly. Asymptotically, and provided $g_0$ does not vanish by symmetry,
\begin{equation}
\frac{r''}{2r}=I_0-\frac1{|y|}+O(|y|^{-3}).
\label{eq:tail}
\end{equation}
In Eq.~(\ref{eq:up}) the terms in $\theta'^2$ and $\cos^2\theta$ vanish exponentially. Comparison with Eqs.~(\ref{eq:down}) and (\ref{eq:up}), under $v_\sigma\to0$, gives $\varepsilon_\sigma=-I_0$ for the channel that the spin permits:
\begin{itemize}
\item Removing an up electron leaves one up and one down. The ion can be in its singlet ground state, so $\varepsilon_\uparrow=-I_S$.
\item Removing the down electron leaves two up electrons, which form a triplet, so $\varepsilon_\downarrow=-I_T$ with the lowest triplet.
\end{itemize}

The next tail term follows from
\begin{equation}
w(y-x')=\frac1y+\frac{x'}{y^2}+\frac{x'^2-\frac12}{y^3}+\dots\qquad(y>0).
\end{equation}
The linear term averages to zero in an ion state of definite parity. Adding two such repulsions to $v_{\rm ext}=-3/y+3/(2y^3)+\dots$ gives $-1/y+(\frac12+b)/y^3$, where $b=\langle x_1'^2+x_2'^2\rangle$ in the ion. Since $-1/\sqrt{y^2+1}=-1/y+1/(2y^3)+\dots$,
\begin{equation}
v_\sigma(x)\simeq-\frac1{\sqrt{x^2+1}}+\frac{b_\sigma}{|x|^3}.
\label{eq:fit}
\end{equation}
Each constant is therefore found by adding $1/\sqrt{x^2+1}$ to the right side of Eq.~(\ref{eq:down}) or (\ref{eq:up}) and fitting the result to $-\varepsilon_\sigma+b_\sigma/|x|^3$. The window was 6.5 to 10 bohr. Beyond it, near the wall of the box at 12 bohr, the fitted tail replaces the inverted potential.

\subsection{Numbers}

The atom has energy $-4.2105$ hartree. A separate two-electron calculation gives $-3.8957$ for the singlet ion and $-3.1851$ for the triplet. Hence
\begin{align}
I_S&=-3.8957+4.2105=0.3148\ \text{hartree}\quad(8.57\ \text{eV}),\\
I_T&=-3.1851+4.2105=1.0254\ \text{hartree}\quad(27.90\ \text{eV}).
\end{align}
The tails give $\varepsilon_\uparrow=-0.3149$ and $\varepsilon_\downarrow=-1.0278$ hartree. They differ from $-I_S$ and $-I_T$ by 0.0001 and 0.0024 hartree. The down-spin fit is not yet in the asymptotic regime. The next triplet state of the ion lies only 0.37 hartree above the lowest, and excited ion channels still carry about 4\% of $n_\downarrow$ at 7.5 bohr and 1.5\% at 10 bohr. In a longer box the same window gives the same 0.0024, while windows of 8 to 12 and 12 to 18 bohr bring the discrepancy below 0.0005 hartree in size.

The up-spin gap is $\Delta=0.6256$ hartree, which puts the lower up level at $-0.3149-0.6256=-0.9405$ hartree. As a test, both potentials were interpolated to a grid four times finer and diagonalized again. The densities returned with largest errors of $1\times10^{-5}$ (up) and $3\times10^{-5}$ bohr$^{-1}$ (down), and the levels agreed to the digits quoted.

The resulting potentials and field, in hartree, are
\begin{center}
\begin{tabular}{rrrr}
$x$ (bohr) & $v_{{\rm xc},\uparrow}$ & $v_{{\rm xc},\downarrow}$ & $B_{\rm xc}$\\
0.0 & $-0.629$ & $-0.788$ & $0.080$\\
0.6 & $-0.641$ & $-0.738$ & $0.049$\\
1.2 & $-0.649$ & $-0.634$ & $-0.008$\\
1.8 & $-0.608$ & $-0.542$ & $-0.033$\\
2.4 & $-0.536$ & $-0.474$ & $-0.031$\\
3.6 & $-0.386$ & $-0.356$ & $-0.015$\\
6.0 & $-0.203$ & $-0.191$ & $-0.006$\\
9.0 & $-0.121$ & $-0.116$ & $-0.002$
\end{tabular}
\end{center}
The field is even in $x$. It is positive in the core, where it favours the minority spin, with its largest value of 0.080 hartree (2.2 eV) at the nucleus. It changes sign at $|x|\approx1.1$ bohr, and its lowest grid value is $-0.034$ hartree ($-0.93$ eV) at 2.1 bohr.

In the tail the $1/|x|$ parts cancel and Eq.~(\ref{eq:fit}) leaves $B_{\rm xc}\simeq(b_\uparrow-b_\downarrow)/(2|x|^3)$. The fitted coefficients are 1.03 and 4.20 hartree\,bohr$^3$. The moments $\langle x_1'^2+x_2'^2\rangle$ of the singlet and triplet ions are 1.23 and 3.70, so the fit has the right order, the triplet being more extended, but it absorbs higher terms. With these moments the formula gives $(1.23-3.70)/(2\times216)=-0.006$ hartree at 6 bohr and $-0.002$ at 9 bohr, whereas the field with the constants $-I_S$ and $-I_T$ is $-0.007$ and $-0.003$. The formula gives the sign and rough size there, not the digits.

Replacing the fitted constants by $-I_S$ and $-I_T$ would raise every $v_{{\rm xc},\downarrow}$ in the table by about 0.002 hartree and lower $B_{\rm xc}$ everywhere by about 0.001 hartree, to 0.079 at the nucleus. This hardly affects the core, but it is half the tabulated value at 9 bohr, so the far field is known only roughly.

\section{Comparison}

\textbf{Levels.} The slope estimates lie above $-I_S$ and $-I_T$ by 0.117 and 0.115 hartree, or 37\% and 11\% of the respective ionization energies. The scaling argument predicted about 0.13. To refine it, put $r\propto x^\beta e^{-\kappa x}$, for which $r''/r=\kappa^2-2\kappa\beta/x+O(x^{-2})$. Equation (\ref{eq:tail}) requires $\kappa^2-2/x$, so $\beta=1/\kappa$ and
\begin{equation}
s=\kappa-\frac1{\kappa x}+O(x^{-2}),\qquad
-\frac{s^2}{2}=-\frac{\kappa^2}{2}+\frac1x+O(x^{-2}).
\end{equation}
With $\kappa_\uparrow=\sqrt{2I_S}=0.794$ and $\kappa_\downarrow=\sqrt{2I_T}=1.432$ bohr$^{-1}$, the predicted slopes at 7.5 bohr are 0.626 and 1.339, against the given 0.629 and 1.350. The wall of the box raises $s_\uparrow$ at this point by about 0.002 bohr$^{-1}$, so its third digit depends on the box size.

The error $1/x$ is the same for both spins. Constants taken from bare slopes at a common point thus spoil each potential's zero at infinity, but their leading errors cancel in $B_{\rm xc}$. Using one ionization energy for both spins has no such protection. Setting $\varepsilon_\downarrow=-I_S$ raises $v_\downarrow$ by $I_T-I_S$ and adds the uniform field
\begin{equation}
-\tfrac12(I_T-I_S)=-\tfrac12(1.0254-0.3148)=-0.355\ \text{hartree},
\end{equation}
more than four times the largest value of the field itself. Densities recomputed from the shifted potential would not reveal the mistake, since a constant changes no orbital; the decay of $n_\downarrow$, compared with $v_\downarrow\to0$, does.

\textbf{Field.} The local-hole estimate has the right sign at both points, but its sizes are poor. At the nucleus it gives 0.006 instead of 0.080 hartree, and at 2.4 bohr it gives $-0.26$ instead of $-0.031$. It also puts the sign change too close to the nucleus. At 0.6 bohr the up density is already the larger one while $B_{\rm xc}$ is still positive, so the sign of the field does not follow the local spin polarization.

At 2.4 bohr the failure lies mainly in the down channel, where the estimate is $-0.08$ and the inverted potential is $-0.474$ hartree. There $1/n_\downarrow$ is about 116 bohr, far longer than the atom. A lone down electron has an exchange potential that cancels its own Hartree potential,
\begin{equation}
v_{{\rm x},\downarrow}(x)=-\int w(x-x')\,n_\downarrow(x')\,dx' .
\end{equation}
Outside the core this approaches $-1/\sqrt{x^2+1}$, however small the local density is. At 2.4 bohr this potential is $-0.41$ hartree and the limiting form $-0.38$ hartree. The exchange hole of the lone down electron is $n_\downarrow$ itself, wherever the electron is, so it stays in the core when the electron leaves. A length built from the local density cannot express that.

The inversion itself rests on the assumptions in the problem. The angle equation needs exactly two up orbitals, and the boundary condition $\theta(0)=0$ needs an even potential. The identification of the constants needs a nonzero amplitude in the lowest permitted ion channel.

\section*{Numbers as computed}
\begin{verbatim}
Energies in hartree, lengths in bohr, densities in 1/bohr
grid: half-width 12.0, spacing 0.30, points 81
atom energy                         -4.21053
ion energy, singlet                 -3.89571
ion energy, triplet                 -3.18509
one-electron grid error             -1.8e-06
eigenvector residual                1.3e-11
quartet weight in the state         5.8e-33
electrons up, down                  2.000000 1.000000
I to singlet ion                    0.31483 = 8.567 eV
I to triplet ion                    1.02545 = 27.904 eV
tail-fit window                     6.5 to 10.0
up level from its own tail          -0.31492
down level from its own tail        -1.02783
fit minus (-I): up, down            -0.00009 -0.00238
tail coefficient b (hartree bohr^3): up 1.03, down 4.20
gap between the two up levels       0.62558
lower up level                      -0.94050
fine-grid up levels                 -0.94050 -0.31492
fine-grid down level                -1.02783
largest density error: up, down     9.3e-06 3.4e-05
up: kappa 0.7935, slope at x=7.5 0.6287, law 0.6255 (1/bohr)
up: level from bare slope -0.1976
down: kappa 1.4321, slope at x=7.5 1.3495, law 1.3390 (1/bohr)
down: level from bare slope -0.9106
spurious uniform B if I_singlet is used for both: -0.3553
   x     n_up      n_down    vxc_up   vxc_down   B_xc
  0.0  0.515655  0.5582408   -0.6286   -0.7882    0.0798
  0.6  0.447083  0.3717418   -0.6410   -0.7380    0.0485
  1.2  0.334878  0.1349873   -0.6492   -0.6341   -0.0076
  1.8  0.239284  0.0363766   -0.6083   -0.5421   -0.0331
  2.4  0.160545  0.0086469   -0.5358   -0.4737   -0.0311
  3.0  0.100321  0.0019442   -0.4577   -0.4137   -0.0220
  3.6  0.058838  0.0004235   -0.3858   -0.3557   -0.0150
  4.2  0.032750  0.0000901   -0.3243   -0.3023   -0.0110
  5.1  0.012591  0.0000086   -0.2530   -0.2370   -0.0080
  6.0  0.004509  0.0000008   -0.2030   -0.1906   -0.0062
  7.5  0.000726  0.0000000   -0.1511   -0.1433   -0.0039
  9.0  0.000104  0.0000000   -0.1207   -0.1163   -0.0022
lowest B_xc on grid  -0.0341 at |x| = 2.1 = -0.927 eV
highest B_xc on grid 0.0798 at |x| = 0.0 = 2.171 eV
sign changes of B_xc at |x| = 1.11
\end{verbatim}
